# Spin and Orbital Angular Momentum of Light: Commutators and Rotations, part 2

Can the spin and orbital parts of the electromagnetic field's angular momentum each generate rotations? The field is free and localized, units are SI, and repeated Cartesian indices are summed. Integration by parts, using $\nabla\cdot\mathbf E=0$, splits $\mathbf J=\varepsilon_0\int\mathbf r\times(\mathbf E\times\mathbf B)\,d^3r$ into an orbital part $\mathbf L$ and a spin part $\mathbf S$, with $\mathbf J=\mathbf L+\mathbf S$.

In the quantized field, with $\omega=ck$ and $\hat{\mathbf k}=\mathbf k/k$,

$$\mathbf E(\mathbf r)=i\int d^3k\,\omega N_k\left[\mathbf a(\mathbf k)e^{i\mathbf k\cdot\mathbf r}-\mathbf a^\dagger(\mathbf k)e^{-i\mathbf k\cdot\mathbf r}\right],\qquad N_k=\sqrt{\frac{\hbar}{2\varepsilon_0\omega(2\pi)^3}} .$$

The operators $\mathbf a(\mathbf k)$ are transverse, $\mathbf k\cdot\mathbf a(\mathbf k)=0$. Two $a$'s commute, as do two $a^\dagger$'s, and

$$[a_i(\mathbf k),a_j^\dagger(\mathbf k')]=P_{ij}(\mathbf k)\,\delta(\mathbf k-\mathbf k'),\qquad P_{ij}=\delta_{ij}-\hat k_i\hat k_j .$$

The projector $P$ removes the component of a vector along $\mathbf k$. With $\mathbf D=\mathbf k\times\nabla_k$, which gives zero on any function of $k$ alone,

$$\mathbf S=-i\hbar\int d^3k\,\mathbf a^\dagger\times\mathbf a,\qquad \mathbf L=-i\hbar\int d^3k\,a_j^\dagger\mathbf Da_j .$$

For each $\mathbf k$, real unit vectors with $\mathbf e_1\times\mathbf e_2=\hat{\mathbf k}$ define the circular polarizations

$$\mathbf e_\pm=\frac{\mathbf e_1\pm i\mathbf e_2}{\sqrt2},\qquad \mathbf a=\mathbf e_+a_++\mathbf e_-a_- ,$$

in which

$$\mathbf S=\hbar\int d^3k\;\hat{\mathbf k}\,\left(a_+^\dagger a_+-a_-^\dagger a_-\right).$$

The components of $\mathbf S$ are therefore weighted sums of the same number operators, and

$$[S_i,S_j]=0 .$$

They also commute with the free-field energy $H$, so $\mathbf S$ is conserved in the free field. Three commuting operators cannot generate rotations, yet $\mathbf a^\dagger\times\mathbf a$ looks just like the spin of a spin-one particle.

**Q.** The matrices in the cross product are the spin-one matrices, and those do not commute. Where did their algebra go?

**A.** Into the constraint $\mathbf k\cdot\mathbf a=0$. To see it, reduce the problem to one photon. Expand $\mathbf a(\mathbf k)=\sum_n\mathbf u_n(\mathbf k)b_n$ in a complete orthonormal set of transverse functions, so that $[b_n,b_m^\dagger]=\delta_{nm}$. An operator of the form $F(M)=\int a_i^\dagger M_{ij}a_j\,d^3k$ becomes $\sum_{nm}M_{nm}b_n^\dagger b_m$ with $M_{nm}=\int\mathbf u_n^*\cdot M\mathbf u_m\,d^3k$. From

$$[b_n^\dagger b_m,\,b_p^\dagger b_q]=\delta_{mp}b_n^\dagger b_q-\delta_{nq}b_p^\dagger b_m$$

it follows that the commutator of $F(M)$ and $F(N)$ is the same kind of operator, built from the matrix commutator of $M_{nm}$ and $N_{nm}$. The intermediate sum runs over transverse functions only. So it is not $M$ that matters, but $PMP$.

All commutators can now be worked out on one-photon functions $\mathbf f(\mathbf k)$ with $\mathbf k\cdot\mathbf f=0$. I use the same letters $\mathbf S,\mathbf L,\mathbf J$ there. The matrices in $\mathbf S$ are $(\Sigma_i)_{jl}=-i\hbar\epsilon_{ijl}$, or

$$\Sigma_i\mathbf v=i\hbar\,\hat{\mathbf x}_i\times\mathbf v ,$$

where $\hat{\mathbf x}_i$ is the unit vector along axis $i$. Without the constraint,

$$[\Sigma_1,\Sigma_2]\mathbf v=-\hbar^2\left[\hat{\mathbf x}_1\times(\hat{\mathbf x}_2\times\mathbf v)-\hat{\mathbf x}_2\times(\hat{\mathbf x}_1\times\mathbf v)\right]=-\hbar^2\,\hat{\mathbf x}_3\times\mathbf v=i\hbar\Sigma_3\mathbf v ,$$

by the Jacobi identity for cross products. That is the algebra you expected.

Now let $\mathbf v$ be transverse and project the result. Split $\hat{\mathbf x}_i$ into $\hat k_i\hat{\mathbf k}$ and a part perpendicular to $\mathbf k$. The perpendicular part crossed with $\mathbf v$ points along $\mathbf k$ and is removed by $P$. What survives is

$$S_i\mathbf v=P\Sigma_i\mathbf v=\hat k_i\,h\mathbf v,\qquad h\mathbf v=i\hbar\,\hat{\mathbf k}\times\mathbf v .$$

All three components are multiples of one operator, the helicity $h=\hat{\mathbf k}\cdot\boldsymbol\Sigma$, and so they commute. On circular polarization $h\mathbf e_\pm=\pm\hbar\mathbf e_\pm$, and $h^2=\hbar^2$ because $\hat{\mathbf k}\times(\hat{\mathbf k}\times\mathbf v)=-\mathbf v$. Then $\mathbf S^2=\hat k_i\hat k_ih^2=\hbar^2$ for one photon, not the $2\hbar^2$ of an unconstrained spin one.

**Q.** If $\mathbf S$ fails, perhaps $\mathbf L$ is the true generator of rotations in space. It contains $-i\hbar\,\mathbf k\times\nabla_k$, which has the right algebra.

**A.** The differential operator has it, but $\mathbf L$ is again the projected operator, $L_i=P(-i\hbar D_i)$. A derivative with respect to direction takes a transverse function out of the transverse space, and the projection matters. The safe way is to begin with

$$J_i=-i\hbar D_i+\Sigma_i ,$$

and show that it needs no projection. First, $D_ik_j=\epsilon_{ilj}k_l$. Applying $D_i$ to $\mathbf k\cdot\mathbf f=0$ gives $\mathbf k\cdot D_i\mathbf f=-(\mathbf k\times\mathbf f)_i$. Therefore

$$\mathbf k\cdot(-i\hbar D_i\mathbf f)=i\hbar(\mathbf k\times\mathbf f)_i,\qquad \mathbf k\cdot\Sigma_i\mathbf f=-i\hbar\,\epsilon_{ijl}k_jf_l=-i\hbar(\mathbf k\times\mathbf f)_i .$$

The longitudinal parts cancel in the sum, although neither term is transverse alone. So $J_i\mathbf f=PJ_i\mathbf f=L_i\mathbf f+S_i\mathbf f$.

**Q.** And does $\mathbf J$ have the rotation algebra?

**A.** Yes. With $D_1=k_2\partial_3-k_3\partial_2$ and $D_2=k_3\partial_1-k_1\partial_3$, where $\partial_i$ differentiates with respect to $k_i$, the second derivatives cancel in the commutator and leave

$$[D_1,D_2]=k_2\partial_1-k_1\partial_2=-D_3 .$$

Hence $[-i\hbar D_1,-i\hbar D_2]=\hbar^2D_3=i\hbar(-i\hbar D_3)$. The matrices $\Sigma_i$ are constant and commute with $\mathbf D$. Adding the two algebras, and permuting the axes, gives

$$[J_i,J_j]=i\hbar\epsilon_{ijl}J_l .$$

**Q.** Then find the commutators of $\mathbf L$ without guessing.

**A.** I need $[J_i,S_j]$ first, with $S_j=\hat k_jh$. Since $\mathbf D$ does not act on $k$,

$$[J_i,\hat k_j]=-i\hbar\,\epsilon_{ilj}\hat k_l=i\hbar\,\epsilon_{ijl}\hat k_l .$$

The helicity commutes with $\mathbf J$:

$$[J_i,\hat k_j\Sigma_j]=i\hbar\epsilon_{ijl}\hat k_l\Sigma_j+i\hbar\epsilon_{ijl}\hat k_j\Sigma_l=0 ,$$

because exchanging the names $j$ and $l$ in the second term makes it the negative of the first. So

$$[J_i,S_j]=i\hbar\epsilon_{ijl}S_l .$$

This says that $\mathbf S$ turns as a vector when the whole field is rotated. It does not say that $\mathbf S$ does the rotating. Now put $\mathbf L=\mathbf J-\mathbf S$ and use $[S_i,S_j]=0$:

$$[L_i,S_j]=i\hbar\epsilon_{ijl}S_l ,$$

$$[L_i,L_j]=[J_i,J_j]-[J_i,S_j]-[S_i,J_j]=i\hbar\epsilon_{ijl}(J_l-S_l-S_l)=i\hbar\epsilon_{ijl}(L_l-S_l).$$

Here $[S_i,J_j]=-[J_j,S_i]=i\hbar\epsilon_{ijl}S_l$. The extra $-S_l$ is not the zero operator, because $\mathbf S^2=\hbar^2$ on every one-photon state. The orbital part therefore fails too, and this had to be shown separately: commuting spin components alone would not have settled it.

**Q.** Yet $S_z$ is Hermitian, so $e^{-i\theta S_z/\hbar}$ is a unitary operator. It must do something.

**A.** It turns polarizations, by an amount that depends on the direction of travel. From the definition of $h$,

$$-\frac{i}{\hbar}S_z\mathbf f=\hat k_z\,\hat{\mathbf k}\times\mathbf f .$$

The right side is an infinitesimal rotation of $\mathbf f$ about $\hat{\mathbf k}$ at the rate $\hat k_z$. If $\vartheta$ is the angle between $\mathbf k$ and the $z$ axis, the finite operation leaves $\mathbf k$ where it is and turns the polarization about $\hat{\mathbf k}$ by $\theta\cos\vartheta$. A rotation about $z$ would turn the polarization vector about $z$. That would generally break transversality unless $\mathbf k$ turned with it.

**Q.** And $L_z$?

**A.** The corresponding equation for $\mathbf J$ is

$$-\frac{i}{\hbar}J_z\mathbf f=-D_z\mathbf f+\hat{\mathbf z}\times\mathbf f ,$$

which moves the pattern in $\mathbf k$ space around $z$ and turns the vector with it: a true rotation. Since $[J_z,S_z]=0$, the exponentials factor,

$$e^{-i\theta L_z/\hbar}=e^{-i\theta J_z/\hbar}\,e^{+i\theta S_z/\hbar}.$$

So $L_z$ first turns the polarization back by $\theta\cos\vartheta$ about $\hat{\mathbf k}$ and then rotates everything about $z$.

There is a geometric reading. Let $\varphi$ be the azimuth of $\mathbf k$, so that $D_z=\partial_\varphi$. Under $L_z$ the function obeys $\partial_\theta\mathbf f=-P\partial_\varphi\mathbf f$. For an observer moving along with $\mathbf k$, whose azimuth grows as $\theta$,

$$\frac{d\mathbf f}{d\theta}=-P\,\partial_\varphi\mathbf f+\partial_\varphi\mathbf f=\hat{\mathbf k}\,(\hat{\mathbf k}\cdot\partial_\varphi\mathbf f).$$

The change is along $\hat{\mathbf k}$, just enough to keep $\mathbf f$ transverse, with no turning inside the transverse plane. This is parallel transport of the polarization on the sphere of directions.

**Q.** Give me one wave and three operations, with numbers.

**A.** Take a plane wave tilted by $60^\circ$ from $z$, with $\hat{\mathbf k}=(0.866,0,0.5)$ and linear polarization $(0,1,0)$. Let $\theta=90^\circ$.

The operation of $S_z$ turns the polarization by $90^\circ\times0.5=45^\circ$ about $\hat{\mathbf k}$. As $\hat{\mathbf k}\times\hat{\mathbf y}=(-0.5,0,0.866)$, the result is

$$0.707\,(0,1,0)+0.707\,(-0.5,0,0.866)=(-0.354,\,0.707,\,0.612),$$

with $\mathbf k$ unchanged. The rotation by $J_z$ takes $\hat{\mathbf k}$ to $(0,0.866,0.5)$ and the polarization to $(-1,0,0)$.

The operation of $L_z$ also takes $\hat{\mathbf k}$ to $(0,0.866,0.5)$. The backward turn by $45^\circ$ gives $(0.354,0.707,-0.612)$, and the rotation about $z$, which sends $(x,y)$ to $(-y,x)$, gives $(-0.707,0.354,-0.612)$. Numerical integration of the transport equation leads to the same vector. The wave travels where a rotated wave should travel, but its polarization is $45^\circ$ away from the rotated one.

At $\theta=360^\circ$ the difference is starker. $J_z$ restores $(0,1,0)$. $S_z$ and $L_z$ both return $(0,-1,0)$: the turn about $\hat{\mathbf k}$ is $360^\circ\times0.5=180^\circ$ in size.

**Q.** A sign of the whole state is unobservable. Is that last result a real failure?

**A.** For this single plane wave as a one-photon state, the sign is a global phase. For a superposition of waves with different tilts it is in general not, because the angle $360^\circ\cos\vartheta$ depends on the tilt, and the polarizations are then turned by different amounts. A full rotation must restore every photon state.

The same fact appears in the spectrum. On a plane wave of helicity $\sigma\hbar$, with $\sigma=\pm1$, $S_z$ has the value $\sigma\hbar\cos\vartheta$. These values fill the range from $-\hbar$ to $\hbar$ continuously, while a generator of rotations must have discrete values.

**Q.** Suppose I assign a spin of $\pm\hbar$ per photon and a separate orbital number to a circularly polarized light beam. Is that wrong?

**A.** It is a good approximation for a narrow beam about its own axis. If every $\mathbf k$ is within a small angle $\vartheta$ of $z$, then $\cos\vartheta\approx1-\vartheta^2/2$. To leading order $S_z$ is $\pm\hbar$ and turns the polarization by $\theta$, and $L_z$ turns the pattern of the beam and leaves the polarization nearly fixed in space. The value of $S_z$ and the turning angle $\theta\cos\vartheta$ have relative corrections of at most about $\vartheta^2/2$. The polarization vector itself changes under $L_z$ at first order in $\vartheta$. Differentiating $\hat{\mathbf k}\cdot\mathbf f=0$ turns the transport equation into $d\mathbf f/d\theta=-\hat{\mathbf k}\,(\partial_\varphi\hat{\mathbf k}\cdot\mathbf f)$, with $|\partial_\varphi\hat{\mathbf k}|=\sin\vartheta$. So the small component of $\mathbf f$ along $z$, of order $\vartheta$, changes as transversality requires. The approximation concerns the one component along the beam; $S_x$ and $S_y$ still commute, and do not act as raising and lowering operators for $S_z$.

**Q.** Molecules radiate in all directions, not in narrow beams. Suppose a dipole rotating about $z$ emits one photon. How is its angular momentum divided?

**A.** Let the dipole be the real part of $\mathbf u\,e^{-i\omega t}$ with $\mathbf u=\hat{\mathbf x}+i\hat{\mathbf y}$. To first order in the dipole coupling $-\mathbf d\cdot\mathbf E$, the emitted state is proportional to $\mathbf u\cdot\mathbf a^\dagger$ acting on the vacuum, so the angular part of its function is $\mathbf f=P\mathbf u$. The projector commutes with $\mathbf J$, because on any vector $h^2\mathbf v=-\hbar^2\,\hat{\mathbf k}\times(\hat{\mathbf k}\times\mathbf v)=\hbar^2P\mathbf v$ and $h$ commutes with $\mathbf J$. On the constant vector $\mathbf u$ only $\boldsymbol\Sigma$ acts. There $\Sigma_z\mathbf u=i\hbar(\hat{\mathbf y}-i\hat{\mathbf x})=\hbar\mathbf u$ and $\boldsymbol\Sigma^2=2\hbar^2$. So the photon has $j=1$, $m=1$, and $J_z=\hbar$ without spread.

For the spin, the angular density of photons is

$$|\mathbf f|^2=|\mathbf u|^2-|\hat{\mathbf k}\cdot\mathbf u|^2=2-\sin^2\vartheta=1+\cos^2\vartheta .$$

The helicity density is $\mathbf f^*\cdot h\mathbf f=-i\hbar\,\hat{\mathbf k}\cdot(\mathbf f^*\times\mathbf f)$. Longitudinal parts do not contribute to this triple product, so $\mathbf f$ may be replaced by $\mathbf u$, and $\mathbf u^*\times\mathbf u=2i\hat{\mathbf z}$ gives $2\hbar\cos\vartheta$. One more factor $\hat k_z=\cos\vartheta$ makes the density of $S_z$. With $\mu=\cos\vartheta$,

$$\langle S_z\rangle=\hbar\,\frac{\int_{-1}^{1}2\mu^2\,d\mu}{\int_{-1}^{1}(1+\mu^2)\,d\mu}=\hbar\,\frac{4/3}{8/3}=\frac{\hbar}{2}=5.27\times10^{-35}\ \text{J s}.$$

The other half is orbital: $\langle L_z\rangle=\hbar-\hbar/2=\hbar/2$. The half is an average, not a quantum number. Since $S_z^2=\hbar^2\mu^2$,

$$\langle S_z^2\rangle=\hbar^2\,\frac{2/3+2/5}{8/3}=0.4\,\hbar^2,\qquad \Delta S_z=\hbar\sqrt{0.4-0.25}=0.387\,\hbar .$$

As $L_z=J_z-S_z$ and $J_z$ is sharp, $L_z$ has the same spread.

**Q.** Is one half special to the dipole?

**A.** It is the case $j=m=1$ of a general result. Note that $\hat{\mathbf k}\cdot\mathbf D=0$, so $\hat{\mathbf k}\cdot\mathbf J=h$ and $\mathbf S\cdot\mathbf J=h\,\hat{\mathbf k}\cdot\mathbf J=h^2=\hbar^2$. Also $\mathbf J\cdot\mathbf S=\mathbf S\cdot\mathbf J$, since $[J_i,S_i]=0$. The commutators of $\mathbf J$ with $\mathbf S$ give $\mathbf J\times\mathbf S+\mathbf S\times\mathbf J=2i\hbar\mathbf S$, and therefore

$$[\mathbf J^2,\mathbf S]=i\hbar(\mathbf S\times\mathbf J-\mathbf J\times\mathbf S)=-2i\hbar(\mathbf J\times\mathbf S-i\hbar\mathbf S).$$

In a state of definite $j$ the average of any commutator with $\mathbf J^2$ is zero, so $\langle\mathbf J\times\mathbf S\rangle=i\hbar\langle\mathbf S\rangle$. As $\mathbf J$ commutes with $\mathbf J^2$, the commutator $[\mathbf J^2,\mathbf J\times\mathbf S]$ likewise gives

$$\langle\mathbf J\times(\mathbf J\times\mathbf S)\rangle=i\hbar\langle\mathbf J\times\mathbf S\rangle=-\hbar^2\langle\mathbf S\rangle .$$

Expanding the double product, with $J_jJ_i=J_iJ_j+[J_j,J_i]$, yields

$$\mathbf J\times(\mathbf J\times\mathbf S)=\mathbf J(\mathbf J\cdot\mathbf S)+i\hbar\,\mathbf J\times\mathbf S-\mathbf J^2\mathbf S .$$

On averaging, the middle term is $-\hbar^2\langle\mathbf S\rangle$ and cancels the left side. With $\mathbf J\cdot\mathbf S=\hbar^2$ and $J_z=m\hbar$ the $z$ component is

$$\langle S_z\rangle=\frac{m\hbar}{j(j+1)},\qquad \langle L_z\rangle=m\hbar\left[1-\frac{1}{j(j+1)}\right].$$

This holds for electric and magnetic multipoles and for their mixtures with the same $j$ and $m$. It does not cover mixtures of different $j$, because $S_z$ has matrix elements between neighbouring $j$ of equal parity. An equal mixture of magnetic dipole and electric quadrupole with $m=1$ has $\langle S_z\rangle$ between about $-0.05\,\hbar$ and $0.72\,\hbar$, depending on the relative phase. For $j=m=2$ the spin share is $\hbar/3$ of $2\hbar$. For $m=j$ it is $\hbar/(j+1)$, which tends to zero for large $j$.

**Q.** What changes if charges are present?

**A.** The first integration by parts used $\nabla\cdot\mathbf E=0$. With charges, $\mathbf E$ has a longitudinal part, and the field angular momentum contains further terms that this split does not cover. Photons can also be absorbed and emitted, so the free-field conservation of $\mathbf S$ no longer applies. The equal-time commutators of the transverse operators remain as derived, provided $\mathbf S$ and $\mathbf L$ are still defined by the same expressions in $\mathbf a$ and $\mathbf a^\dagger$.

All numerical values are calculated from the stated model.
